# Fixed geminal amplitudes for singlet and triplet pairs from coalescence conditions

An explicitly correlated pair function has the right leading behaviour where two electrons meet if it is built from the reference orbital product as

$$
u_{ij}=\hat Q\,f(r_{12})\left(\tfrac38+\tfrac18\hat P\right)\varphi_i(\mathbf r_1)\varphi_j(\mathbf r_2).\tag{1}
$$

Here $\hat P$ exchanges the two positions and leaves the spins alone, $\hat Q$ is the strong-orthogonality projector defined below, and $f$ is a dimensionless correlation factor normalized by

$$
f'(0)=\frac1{a_0},\qquad a_0=\frac{\hbar^2}{me^2},\qquad\text{for example}\qquad f(r)=-\frac{e^{-\gamma r}}{\gamma a_0}.\tag{2}
$$

(In the exponential, $e$ is the base of natural logarithms; elsewhere it is the elementary charge, in Gaussian units.) On a spatially symmetric function $\hat P=1$ and the operator in parentheses equals $1/2$; on an antisymmetric one $\hat P=-1$ and it equals $1/4$. These are the amplitudes of singlet and triplet pairs. The weights $3/8$ and $1/8$ belong to the direct and the exchanged orbital product.

The setting is first-order perturbation theory. Let $H=H_0+e^2/r_{12}$, where $H_0$ is a sum of two one-electron operators, and let $\Phi$ be a zeroth-order pair function with energy $E_0$. If $H_0$ contains a mean field, the perturbation also contains its subtraction, but for a mean field that keeps smooth functions smooth this adds nothing singular at $r_{12}=0$. With $E_1$ the first-order energy, and with such regular terms left out of the notation,

$$
(H_0-E_0)\psi_1=-\left(\frac{e^2}{r_{12}}-E_1\right)\Phi .\tag{3}
$$

The right side is singular at coalescence, so something on the left must be equally singular. To find it, introduce $\mathbf R=(\mathbf r_1+\mathbf r_2)/2$ and $\mathbf r=\mathbf r_1-\mathbf r_2$. The chain rule gives $\nabla_1=\tfrac12\nabla_R+\nabla_r$ and $\nabla_2=\tfrac12\nabla_R-\nabla_r$. In the sum of squares the cross terms cancel, and

$$
-\frac{\hbar^2}{2m}(\nabla_1^2+\nabla_2^2)=-\frac{\hbar^2}{m}\nabla_r^2-\frac{\hbar^2}{4m}\nabla_R^2 .\tag{4}
$$

Choose a point $\mathbf R$ away from the nuclei, where the orbitals are smooth. The external potential is then regular, and derivatives with respect to $\mathbf R$ do not lower the power of $r$. The compensating singularity must come from $\nabla_r^2$.

Suppose that $\Phi$, as a function of $\mathbf r$, starts with a partial wave $r^lY_{lm}$. This is a solid harmonic, a smooth polynomial with zero Laplacian. The Coulomb term turns it into $e^2r^{l-1}Y_{lm}$, which is not smooth. Since the Laplacian lowers the degree by two, $\psi_1$ must contain a term $c\,r^{l+1}Y_{lm}$. For any power $n$,

$$
\nabla_r^2(r^nY_{lm})=[n(n+1)-l(l+1)]\,r^{n-2}Y_{lm},
$$

and for $n=l+1$ the bracket is $(l+1)(l+2)-l(l+1)=2(l+1)$. Matching the terms of degree $l-1$ in equation (3) gives

$$
-\frac{\hbar^2}{m}\,2(l+1)\,c=-e^2
\quad\Longrightarrow\quad
c=\frac{me^2}{2(l+1)\hbar^2}=\frac1{2(l+1)a_0}.\tag{5}
$$

No other function of degree $l+1$ and angular momentum $l$ is available, so $c$ is unique. The coefficient is $1/(2a_0)$ for an s wave, $1/(4a_0)$ for a p wave and $1/(6a_0)$ for a d wave. The factor $l+1$ can be traced by writing the term as $r$ times the harmonic polynomial $r^lY_{lm}$: $\nabla_r^2r=2/r$ supplies 2, and the cross term $2\nabla_rr\cdot\nabla_r(r^lY_{lm})=2l\,r^{l-1}Y_{lm}$ supplies $2l$, so the singular kinetic term produced by a given kink is larger in magnitude in a higher partial wave, and a smaller kink suffices to cancel the Coulomb term.

The same matching applies to an interacting eigenfunction that starts as $r^lY_{lm}(1+cr)$. In $H\psi=E\psi$ the terms of degree $l-1$ are $-(\hbar^2/m)2(l+1)c+e^2$, and their sum must vanish. The ratio $c$ is therefore the same, but it now multiplies the coalescence value of the interacting wave function instead of that of $\Phi$. This difference matters in coupled-cluster theory.

For an orbital product, a Taylor expansion about $\mathbf R$ gives

$$
\varphi_i(\mathbf R+\tfrac12\mathbf r)\varphi_j(\mathbf R-\tfrac12\mathbf r)=a+\mathbf b\cdot\mathbf r+O(r^2),\tag{6}
$$

$$
a=\varphi_i\varphi_j,\qquad
\mathbf b=\tfrac12(\varphi_j\nabla\varphi_i-\varphi_i\nabla\varphi_j),
$$

with all orbitals on the right taken at $\mathbf R$. Exchange of the positions leaves $\mathbf R$ fixed and reverses $\mathbf r$. The symmetric part of the product is thus even in $\mathbf r$ and starts with the s wave $a$; the antisymmetric part is odd and starts with the p wave $\mathbf b\cdot\mathbf r$.

Now try $u=f\,(d+x\hat P)\,\varphi_i\varphi_j$ with unknown direct weight $d$ and exchange weight $x$. The even part of the product is multiplied by $d+x$ and the odd part by $d-x$. Near coalescence $f=f(0)+r/a_0+O(r^2)$. The constant $f(0)$ multiplies a smooth function and gives no singular term. The linear term gives, with $\hat{\mathbf r}=\mathbf r/r$ and $\hbar^2/(ma_0)=e^2$,

$$
-\frac{\hbar^2}{m}\nabla_r^2\frac{r\,a}{a_0}=-\frac{2e^2a}{r},
\qquad
-\frac{\hbar^2}{m}\nabla_r^2\frac{r\,\mathbf b\cdot\mathbf r}{a_0}=-4e^2\,\mathbf b\cdot\hat{\mathbf r}.\tag{7}
$$

Adding the Coulomb terms $e^2a/r$ and $e^2\mathbf b\cdot\hat{\mathbf r}$, one finds the part of equation (3) that is not continuous at $r=0$:

$$
\frac{e^2a}{r}\,[1-2(d+x)]+e^2\,\mathbf b\cdot\hat{\mathbf r}\,[1-4(d-x)] .\tag{8}
$$

The first term diverges. The second stays finite, but its value at the coalescence point depends on the direction of approach and jumps by $2e^2\mathbf b\cdot\hat{\mathbf r}$ times the bracket when one passes straight through. Both brackets must vanish:

$$
d+x=\tfrac12,\qquad d-x=\tfrac14
\quad\Longrightarrow\quad
d=\tfrac12\left(\tfrac12+\tfrac14\right)=\tfrac38,\qquad
x=\tfrac12\left(\tfrac12-\tfrac14\right)=\tfrac18 .\tag{9}
$$

In terms of projectors on the two symmetries this reads

$$
\tfrac12\,\frac{1+\hat P}{2}+\tfrac14\,\frac{1-\hat P}{2}=\tfrac38+\tfrac18\hat P .
$$

If the singlet value $1/2$ were used for every pair, the triplet bracket in (8) would be $1-2=-1$. The jump would keep its full size and change sign, so that nothing would be gained at the triplet coalescence point.

The numerical values depend on the normalization (2). A factor with slope $s/a_0$ needs amplitudes $1/(2s)$ and $1/(4s)$. For the bare exponential $e^{-\gamma r}$ the slope is $-\gamma$, so $s=-\gamma a_0$ and the amplitudes are negative. The exponent $\gamma$ is not fixed by the coalescence conditions; it governs how the correlation hole continues to larger distances.

The projector in equation (1) is

$$
\hat Q=(1-\hat O_1)(1-\hat O_2)-\hat V_1\hat V_2,\tag{10}
$$

where $\hat O$ projects on the occupied orbitals and $\hat V$ on the virtual orbitals of the finite basis. It removes every component in which either electron occupies an occupied orbital, the reference included, and the pairs of virtual orbitals that the conventional double excitations already describe. To see that it leaves the cusp intact, consider one subtracted term:

$$
\hat O_1f\varphi_i(1)\varphi_j(2)=\sum_k\varphi_k(1)\,\varphi_j(2)\,F_{ki}(2),
\qquad
F_{ki}(2)=\int\varphi_k^*(\mathbf r_1)f(r_{12})\varphi_i(\mathbf r_1)\,d^3r_1 .
$$

With $\mathbf s=\mathbf r_1-\mathbf r_2$ as integration variable, $F_{ki}(2)=\int f(s)\,(\varphi_k^*\varphi_i)(\mathbf r_2+\mathbf s)\,d^3s$. Derivatives with respect to $\mathbf r_2$ now act on the orbitals and not on $f$, so $F_{ki}$ is smooth wherever the orbitals are smooth over the region of integration; a nuclear cusp elsewhere limits this smoothness near that nucleus and not at $r_{12}=0$ as such. The subtracted term is a sum of products of one-electron functions and has no kink in $r_{12}$. The term with $\hat O_1\hat O_2$ and the finite sum from $\hat V_1\hat V_2$ have the same product form. The argument needs a finite virtual space: for a complete one, $1-\hat O=\hat V$, equation (10) gives $\hat Q=0$, and the infinite orbital expansion itself must produce the cusp. Since $\hat Q$ annihilates $\varphi_i\varphi_j$, the constant $f(0)$ also drops out of the projected function.

Spin enters through antisymmetry. A two-electron spin singlet is odd under exchange of the spins, hence its spatial part is even; a triplet has an odd spatial part. For determinants $|i\sigma\,j\tau|$, with $\sigma,\tau$ the spins, the operator gives

$$
|i\alpha\,j\beta|\to\tfrac38|i\alpha\,j\beta|+\tfrac18|j\alpha\,i\beta|,
\qquad
|i\alpha\,j\alpha|\to\left(\tfrac38-\tfrac18\right)|i\alpha\,j\alpha|=\tfrac14|i\alpha\,j\alpha| .\tag{11}
$$

The minus sign in the second case comes from reordering the determinant. For $i\ne j$ the opposite-spin determinant mixes singlet and triplet, which is why it needs two weights and not one amplitude. For $i=j$ both terms of the first case coincide and add to $1/2$.

These weights also determine the closed-shell energy coupling that is linear in the amplitudes. Let $\hat K=(e^2/r_{12})\hat Qf$, and for real orbitals define

$$
D_{ij}=\langle\varphi_i\varphi_j|\hat K|\varphi_i\varphi_j\rangle,
\qquad
X_{ij}=\langle\varphi_i\varphi_j|\hat K|\varphi_j\varphi_i\rangle .
$$

For $i<j$ the normalized symmetric and antisymmetric combinations have matrix elements $D_{ij}+X_{ij}$ and $D_{ij}-X_{ij}$. There is one singlet and there are three triplet components, so the pair contributes

$$
\tfrac12(D_{ij}+X_{ij})+3\cdot\tfrac14(D_{ij}-X_{ij})=\tfrac54D_{ij}-\tfrac14X_{ij}.
$$

A doubly occupied orbital contributes $\tfrac12D_{ii}$, with $X_{ii}=D_{ii}$. Both cases are contained in the unrestricted double sum

$$
\sum_{ij}\left(\tfrac58D_{ij}-\tfrac18X_{ij}\right).\tag{12}
$$

In a variational second-order functional this coupling appears twice, and a term quadratic in the amplitudes is added. Equation (12) alone is therefore not that functional.

The conditions fix the leading kink in the lowest partial wave of each symmetry and no more. A symmetric pair function also has a d wave, whose correct coefficient is $1/6$, while equation (1) gives it $1/2$. Where $a\ne0$ the resulting error is of order $r^3$, behind the correct term of order $r$. The s wave is in general wrong at the same order. For a local one-electron potential $v$, write the s wave of $\Phi$ as $a+s_2r^2$ and let $W=-(\hbar^2/4m)\nabla_R^2+2v(\mathbf R)-E_0$. The zeroth-order equation at $r=0$ gives $Wa=6(\hbar^2/m)s_2$. For a term $c_3r^3$ in $\psi_1$, the s-wave terms of degree one in (3) give $12(\hbar^2/m)c_3=Wa/(2a_0)+e^2s_2$, so $c_3=s_2/(3a_0)$, whereas equation (1) supplies $s_2/(2a_0)+af'''(0)/12$. On a nodal surface $a=0$, and the leading s-wave condition there is empty. More serious is a singlet combination of several orbital products whose s wave vanishes for every $\mathbf R$: the d wave then leads, and the fixed value $1/2$ is wrong at leading order.

A second limitation concerns coupled-cluster theory. The term (1) is proportional to the reference product. Conventional double excitations add pairs $\varphi_a\varphi_b$ with coalescence values of their own, and by the interacting form of the cusp condition these need kinks too. Equation (1) does not supply them. Within its range it has a practical merit: $\tfrac38+\tfrac18\hat P$ contains no orbital labels, so a rotation among the occupied orbitals transforms the $u_{ij}$ exactly as it transforms the products $\varphi_i\varphi_j$. No geminal amplitude has to be solved for.

How well a condition at $r=0$ serves the energy of a whole pair can be seen in a model where the first-order equation separates. Put two electrons in an isotropic harmonic trap of frequency $\omega$, one in the 0s orbital and one in the $0p_z$ orbital. Apart from normalization these are $e^{-m\omega r^2/2\hbar}$ and $z\,e^{-m\omega r^2/2\hbar}$. Since $r_1^2+r_2^2=2R^2+r^2/2$ and $z_2=Z-z/2$,

$$
\varphi_s(1)\varphi_p(2)\propto\left(Z-\tfrac12z\right)e^{-m\omega R^2/\hbar}\,e^{-m\omega r^2/4\hbar}.\tag{13}
$$

The even part, proportional to $Z$, is a pure s wave in $\mathbf r$; the odd part, proportional to $z$, is a pure p wave. One orbital pair thus contains both rules. The repulsion does not act on $\mathbf R$, and the relative Hamiltonian is

$$
H_{\rm rel}=-\frac{\hbar^2}{m}\nabla_r^2+\frac{m\omega^2r^2}{4}+\frac{e^2}{r},
$$

with zeroth-order states $\psi_0\propto r^lY_{lm}e^{-m\omega r^2/4\hbar}$ and energies $E_0=(l+\tfrac32)\hbar\omega$, where $l=0$ for the singlet and $l=1$ for the triplet.

As trial function take $\psi_1=c\,(f-\langle f\rangle)\psi_0$, where averages are over $\psi_0^2$. Only the reference function is projected out here, not the full space removed by $\hat Q$. The Hylleraas functional is

$$
J=\langle\psi_1|H_0-E_0|\psi_1\rangle+2\left\langle\psi_1\left|\frac{e^2}{r}-E_1\right|\psi_0\right\rangle .
$$

If the trial function differs from the solution of (3) by $\delta$, then $J=E_2+\langle\delta|H_0-E_0|\delta\rangle$. Since $\psi_0$ is the lowest state of its partial wave, $J\ge E_2$. For the quadratic term use

$$
\psi_0(H_0-E_0)f\psi_0=-\frac{\hbar^2}{m}\nabla_r\cdot(\psi_0^2\nabla_rf),
$$

multiply by $f$ and integrate by parts. The result is

$$
J(c)=c^2B+2cV,\qquad
B=\frac{\hbar^2}{m}\langle f'^2\rangle,\qquad
V=\left\langle f\frac{e^2}{r}\right\rangle-\langle f\rangle\left\langle\frac{e^2}{r}\right\rangle .\tag{14}
$$

Choose $\hbar\omega=1$ hartree and $\gamma=0.5/a_0$. Radial quadrature gives $E_1=\langle e^2/r\rangle=0.7979$ hartree for the singlet and $0.5319$ hartree for the triplet. The centrifugal barrier keeps the triplet electrons apart. The same quadrature gives $B=0.248429$, $V=-0.138374$ hartree for the singlet and $B=0.148086$, $V=-0.050723$ hartree for the triplet. With the fixed amplitudes,

$$
J_{\rm s}=0.25(0.248429)-0.138374=-0.07627\ \text{hartree},
$$

$$
J_{\rm t}=0.0625(0.148086)-0.5(0.050723)=-0.01611\ \text{hartree},
$$

or $-2.075$ eV and $-0.438$ eV. For comparison, equation (3) was solved numerically by expanding the radial function in Chebyshev polynomials and imposing the equation at a set of points. This gives $E_2=-0.07789$ hartree for the singlet and $-0.01782$ hartree for the triplet. The fixed amplitudes recover 97.9 % and 90.4 % of these values. The missing energies are similar, 0.0016 and 0.0017 hartree, but the triplet total is much smaller, so its relative loss is larger. If the two amplitudes are interchanged, the shares fall to 68.9 % and 76.9 %.

Second order is itself an approximation. The same polynomial method applied to the full relative Hamiltonian gives 2.2301 hartree for $l=0$ and 3.0151 hartree for $l=1$. The sums $E_0+E_1+E_2$ are 2.2200 and 3.0141 hartree, so the higher orders contribute about 0.010 and 0.001 hartree.

Minimizing (14) gives $c=-V/B$, which is 0.557 for the singlet and 0.343 for the triplet, with 98.95 % and 97.49 % of $E_2$. Both values lie above the fixed ones, and the reason can be derived. Write the solution of (3) as $g\psi_0$, up to a multiple of $\psi_0$. Multiplying (3) by $f\psi_0$ and integrating by parts as before gives $(\hbar^2/m)\langle f'g'\rangle=-V$, hence

$$
-\frac VB=\frac{\langle f'^2\,(g'/f')\rangle}{\langle f'^2\rangle}.\tag{15}
$$

The optimized amplitude is a weighted mean of $g'/f'$ over all distances, whereas the fixed amplitude is the value of that ratio at $r=0$. An optimum above the fixed value means that, on this average, the chosen $f'$ decays too fast. The start of the decay follows from the radial form of (3),

$$
g''+\left[\frac{2(l+1)}r-\frac{m\omega r}{\hbar}\right]g'=\frac1{a_0r}-\frac{mE_1}{\hbar^2}.
$$

Insert $g'=h_0+h_1r+\dots$. The terms in $1/r$ give $h_0=1/[2(l+1)a_0]$, the cusp condition again. The constant terms give $(2l+3)h_1=-mE_1/\hbar^2$, so that

$$
\frac{h_1}{h_0}=-\frac{2(l+1)}{2l+3}\,\frac{E_1}{e^2}.
$$

This is $-0.53/a_0$ for the singlet and $-0.43/a_0$ for the triplet, against $-\gamma=-0.50/a_0$ for $f'$. In the triplet $g'/f'$ rises from the start. In the singlet it first falls slightly, and must rise above $1/2$ farther out to give the mean 0.557. A constant cannot change the shape of $f$. The optimized amplitude raises $cf'$ at every distance, which repairs part of the deficit at larger distance at the price of a cusp that is too steep. With fixed amplitudes that repair is left to the choice of $\gamma$ and, in a molecular calculation, to the conventional excitations. The percentages found here belong to this trap and this exponent; they do not predict the accuracy for a molecule.
